# Hartree-Fock metastability of the unpolarized uniform electron gas

**Q.** Hartree-Fock theory predicts that a dilute electron gas prefers to be ferromagnetic. Does the unpolarized state become unstable at the density where the ferromagnet becomes cheaper?

**A.** Not necessarily. "Cheaper" compares two separate states, while "unstable" concerns small changes of one state. To decide, we need the energy at every polarization in between.

Take electrons at fixed density $n$ in a rigid, uniform neutralizing background. In atomic units, $n=3/(4\pi r_s^3)$, with $r_s$ in Bohr radii. The polarization is $\zeta=(n_\uparrow-n_\downarrow)/n$. Exchanging the two spins leaves the energy unchanged, so $0\le\zeta\le1$ suffices.

The trial states are determinants in which each spin fills a sphere of plane waves, of radius $k_\uparrow$ or $k_\downarrow$. Everything below concerns this family. The electron density is uniform, so the direct Coulomb energy cancels against the background. Kinetic and exchange energy remain.

A filled sphere holds $n_\sigma=k_\sigma^3/(6\pi^2)$ electrons per volume. Since $n_{\uparrow,\downarrow}=n(1\pm\zeta)/2$,

$$k_\uparrow=k_Fa,\quad k_\downarrow=k_Fb,\quad a=(1+\zeta)^{1/3},\quad b=(1-\zeta)^{1/3},$$

with $k_F=(3\pi^2n)^{1/3}=(9\pi/4)^{1/3}/r_s$.

**Q.** The exchange energy is a double integral over a sphere with a singular interaction. I will not accept its value on trust.

**A.** We need it first for one electron on the surface of its own Fermi sphere. Exchange acts between equal spins and lowers that electron's energy by

$$\Sigma_\sigma(k_\sigma)=-\int_{|\mathbf q|<k_\sigma}\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{|\mathbf k-\mathbf q|^2},\qquad |\mathbf k|=k_\sigma .$$

Put the origin on the surface point by writing $\mathbf q=\mathbf k+\mathbf p$, and let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf p$. The condition $|\mathbf k+\mathbf p|<k_\sigma$ reads $2k_\sigma p\mu+p^2<0$. Thus $\mu<0$ and $0<p<-2k_\sigma\mu$, which is the chord through the sphere in that direction. The volume element contains $p^2$, which cancels the $1/p^2$ of the interaction, so the radial integral is just the chord length:

$$\Sigma_\sigma(k_\sigma)=-\frac{4\pi}{8\pi^3}\,2\pi\int_{-1}^{0}(-2k_\sigma\mu)\,d\mu=-\frac1\pi\,k_\sigma .$$

The last integral equals $k_\sigma$. The energy of an electron at the Fermi surface is therefore

$$\mu_\sigma=\frac{k_\sigma^2}{2}-\frac{k_\sigma}{\pi}.$$

**Q.** Summing one-electron energies counts each exchange pair twice. How do you get the total?

**A.** By filling the sphere from the centre outwards. A thin shell of radius $k$ interacts with the electrons already inside, so each pair enters once, when its outer member is added. The shell holds $dn_\sigma=k^2dk/(2\pi^2)$ electrons per volume, and each costs $k^2/2-k/\pi$. The energy per volume of one spin is

$$\int_0^{k_\sigma}\frac{k^2dk}{2\pi^2}\left(\frac{k^2}{2}-\frac k\pi\right)=\frac{k_\sigma^5}{20\pi^2}-\frac{k_\sigma^4}{8\pi^3}.$$

Add both spins and divide by $n=k_F^3/(3\pi^2)$. The energy per electron is

$$e(\zeta)=\frac{3k_F^2}{20}(a^5+b^5)-\frac{3k_F}{8\pi}(a^4+b^4).$$

Polarizing raises the kinetic term and makes the exchange term more negative. The first scales as $k_F^2$ and the second as $k_F$, so exchange gains weight as the gas is diluted.

**Q.** Then expand about $\zeta=0$ and find where the curvature changes sign.

**A.** We can get more than the curvature. Raising $\zeta$ by $d\zeta$ moves $n\,d\zeta/2$ electrons per volume from the down Fermi surface to the up Fermi surface. The energy per electron changes by

$$e'(\zeta)=\frac{\mu_\uparrow-\mu_\downarrow}{2}
=\frac{k_F^2}{4}(a^2-b^2)-\frac{k_F}{2\pi}(a-b).$$

Because $a^2-b^2=(a-b)(a+b)$, this factorizes:

$$e'(\zeta)=\frac{k_F^2}{4}(a-b)(s-2x),\qquad s=a+b,\qquad x=\frac{1}{\pi k_F}.$$

The number $x$ is proportional to $r_s$:

$$x=\frac{r_s}{r_P},\qquad r_P=\pi\left(\frac{9\pi}{4}\right)^{1/3}=6.03 .$$

For small $\zeta$, $(1\pm\zeta)^{1/3}=1\pm\zeta/3-\zeta^2/9+\dots$, so $a-b\approx2\zeta/3$ and $s\approx2-2\zeta^2/9$. To first order in $\zeta$,

$$e'(\zeta)\approx\frac{k_F^2}{4}\cdot\frac{2\zeta}{3}\cdot2(1-x),\qquad\text{hence}\qquad e''(0)=\frac{k_F^2}{3}(1-x).$$

The stiffness is positive for $r_s<r_P$ and negative for $r_s>r_P$. In angstrom, the limiting sphere radius is 3.19.

**Q.** At $r_s=r_P$ itself the curvature vanishes. Could a higher-order term still hold the state in place?

**A.** No. For $0<\zeta<1$,

$$\frac{ds}{d\zeta}=\frac13\left(\frac1{a^2}-\frac1{b^2}\right)<0,$$

because $a>b$. Thus $s$ falls steadily from $2$ at $\zeta=0$ to $2^{1/3}$ at $\zeta=1$. At $x=1$ the factor $s-2x=s-2$ is negative as soon as $\zeta>0$, so the energy falls. Within this family, $\zeta=0$ is a local minimum if and only if $r_s<r_P$.

**Q.** So where does the ferromagnet become cheaper?

**A.** Compare the end points. At $\zeta=1$, $a=2^{1/3}$ and $b=0$; at $\zeta=0$, $a=b=1$. Therefore

$$e(1)-e(0)=\frac{3k_F^2}{10}(2^{2/3}-1)-\frac{3k_F}{4\pi}(2^{1/3}-1).$$

Set this to zero, divide by $k_F$, and use $2^{2/3}-1=(2^{1/3}-1)(2^{1/3}+1)$:

$$k_F=\frac{5}{2\pi(1+2^{1/3})},\qquad x=\frac{1}{\pi k_F}=\frac25(1+2^{1/3})=0.904 .$$

This is the Bloch point, $r_B=0.904\,r_P=5.45$, or 2.88 angstrom. At smaller $k_F$ the negative exchange difference wins, so the ferromagnet is lower for $r_s>r_B$. Between $5.45$ and $6.03$ the unpolarized state is metastable within this family: higher than the ferromagnet, yet still a local minimum with respect to $\zeta$.

**Q.** You compared only the end points. A partially polarized state might lie below both.

**A.** The factorized slope excludes it. For $0<\zeta<1$ the factor $a-b$ is positive, so the sign of $e'$ is that of $s-2x$. Since $s$ decreases monotonically, there are three cases.

- If $2x\le2^{1/3}$, then $e'>0$ throughout the interior. The energy rises all the way, and the ferromagnet is a maximum.
- If $2^{1/3}<2x<2$, then $e'$ is first positive and then negative. There is one interior stationary point, and it is a maximum.
- If $2x\ge2$, then $e'<0$ throughout the interior, and the energy falls all the way.

No case has an interior minimum. The first boundary lies at

$$r_F=\frac{r_P}{2^{2/3}}=3.80,$$

or 2.01 angstrom. For $r_F<r_s<r_P$ both end points are local minima of $e(\zeta)$, separated by a barrier at $\zeta_b$.

**Q.** Why should a fully polarized gas become stable against a uniform lowering of $\zeta$ at that particular density?

**A.** Consider the first electron that might flip. It leaves the up Fermi surface and enters an empty down band. That band has no equal-spin electrons to exchange with, so its lowest level is at zero energy. Flipping costs energy if

$$\mu_\uparrow=\frac{k_\uparrow^2}{2}-\frac{k_\uparrow}{\pi}<0,\qquad\text{that is,}\qquad k_\uparrow<\frac2\pi .$$

With $k_\uparrow=2^{1/3}k_F$ and $k_F=1/(\pi x)$, this is $2x>2^{1/3}$, as before. The argument covers only the transfer of electrons into the empty band. A collective tilt of all spins into a long-wavelength spiral lies outside the family, and within Hartree-Fock theory it lowers the energy of the ferromagnet up to $r_s\approx5.48$, slightly beyond the Bloch point.

The numerical search for $r_F$ gives 3.8004 instead of 3.7982. It measures the energy change over a small but finite step $\delta$ back from $\zeta=1$. Over that step $b$ averages $\tfrac34\delta^{1/3}$. To first order in $b$, the average of $a^2-b^2-2x(a-b)$ vanishes at $2x=2^{1/3}+\tfrac34\delta^{1/3}$, slightly above the true limit. The program uses $\delta=10^{-9}$, so the root in $r_s$ moves up by $\tfrac38\delta^{1/3}r_P\approx0.002$, the shift observed.

**Q.** Where is the barrier? It decides how large a polarization the metastable state can survive.

**A.** It lies where $s=2x$. Multiplying by $k_F$ gives

$$k_\uparrow+k_\downarrow=\frac2\pi,$$

independent of density. To recover $\zeta$, use $a^3+b^3=2$ together with $s^3=a^3+b^3+3ab\,s$:

$$ab=\frac{s^3-2}{3s}.$$

Since $(ab)^3=(1+\zeta)(1-\zeta)=1-\zeta^2$,

$$\zeta_b=\sqrt{1-\left(\frac{s^3-2}{3s}\right)^3},\qquad s=\frac{2r_s}{r_P}.$$

A uniform state prepared with $\zeta<\zeta_b$ lowers its energy by returning to $\zeta=0$. One with $\zeta>\zeta_b$ lowers it by polarizing completely. The window in $\zeta$ is therefore $|\zeta|<\zeta_b$ for the unpolarized state and $\zeta_b<|\zeta|\le1$ for the ferromagnet.

**Q.** Show me the numbers at the Bloch point.

**A.** There $s=2\times0.90397=1.8079$, so $s^3=5.909$ and $ab=3.909/5.424=0.7208$. The cube of this is $0.3745$, and $\zeta_b=\sqrt{0.6255}=0.791$. The energies per electron, in eV, are:

| $\zeta$ | kinetic | exchange | total |
|---|---|---|---|
| 0 | 1.0122 | −2.2875 | −1.2753 |
| 0.791 | 1.3739 | −2.6294 | −1.2555 |
| 1 | 1.6068 | −2.8821 | −1.2753 |

From $\zeta=0$ to $\zeta=1$ the kinetic energy rises by 0.5946 eV and exchange falls by the same amount. At the barrier the kinetic cost is 0.3617 eV and the exchange gain 0.3419 eV, which leaves a barrier of 0.0198 eV per electron.

The stiffness follows from the same table. The kinetic energy at $\zeta=0$ is $3k_F^2/10$, so $k_F^2/3$ is $10/9$ of it, or 1.125 eV. Multiplying by $1-x=0.0960$ gives $e''(0)=0.108$ eV.

**Q.** What makes the top of the barrier stationary, physically?

**A.** The two Fermi levels coincide there, although the spheres differ in size. In inverse angstrom, $k_\uparrow=0.808$ and $k_\downarrow=0.395$, with sum 1.203. Both levels are at −1.216 eV, so transferring an electron costs nothing to first order. Slightly beyond $\zeta_b$ the slope is negative, which means $\mu_\uparrow<\mu_\downarrow$. Further transfer into the larger sphere then lowers the energy, and the imbalance grows.

**Q.** Is the energy curve convex over the whole unpolarized basin?

**A.** No. Differentiate $e'=(k_F^2/4)[a^2-b^2-2x(a-b)]$ with $a'=1/(3a^2)$ and $b'=-1/(3b^2)$:

$$e''=\frac{k_F^2}{6}\left[\frac1a+\frac1b-x\left(\frac1{a^2}+\frac1{b^2}\right)\right].$$

It vanishes when

$$x=\frac{ab(a+b)}{a^2+b^2}=\frac{ab\,s}{s^2-2ab}.$$

Inserting $ab=(s^3-2)/(3s)$ makes the numerator $(s^3-2)/3$ and the denominator $(s^3+4)/(3s)$, so

$$x=\frac{s(s^3-2)}{s^3+4}.$$

The right side equals $s[1-6/(s^3+4)]$. It rises with $s$, from 0 at $s=2^{1/3}$ to 1 at $s=2$. For $0<x<1$ there is thus one inflection, $\zeta_i$, with positive curvature below it and negative curvature above. In the coexistence window the slope grows from zero up to $\zeta_i$ and must then fall back to zero at $\zeta_b$, so $\zeta_i<\zeta_b$.

At the Bloch point $\zeta_i=0.509$. Between 0.509 and 0.791 the curve is concave, but the slope still leads back to $\zeta=0$. The ferromagnet also sits on a concave part. It is a minimum because $\zeta$ cannot exceed 1 and the slope there is negative.

**Q.** How does the window change on either side of the Bloch point?

**A.** The last two columns give the barrier per electron, in eV, seen from each end:

| $r_s$ | $\zeta_i$ | $\zeta_b$ | from $\zeta=0$ | from $\zeta=1$ |
|---|---|---|---|---|
| 4.00 | 0.833 | 0.9997 | 0.2937 | 0.00001 |
| 5.00 | 0.651 | 0.929 | 0.0652 | 0.0069 |
| 5.25 | 0.580 | 0.867 | 0.0365 | 0.0130 |
| 5.45 | 0.509 | 0.791 | 0.0198 | 0.0198 |
| 5.60 | 0.444 | 0.710 | 0.0108 | 0.0262 |
| 5.80 | 0.331 | 0.549 | 0.0030 | 0.0367 |
| 6.00 | 0.120 | 0.207 | 0.00005 | 0.0495 |

Dilution shrinks the unpolarized basin and widens the ferromagnetic one.

**Q.** At $r_s=4$ the ferromagnetic basin is almost invisible, although $r_s$ is well above 3.80. Is that a numerical accident?

**A.** No. Near $r_F$ the barrier has small $b$, while $a$ differs from $2^{1/3}$ only at order $b^3$. The condition $a+b=2x$ gives $b\approx2x-2^{1/3}$, and so

$$1-\zeta_b=b^3\approx(2x-2^{1/3})^3 .$$

At $r_s=4$, $2x=8/6.0292=1.327$. The bracket is 0.067 and its cube is 0.0003, in agreement with the table. The basin opens as the cube of the distance from $r_F$.

**Q.** And how does the unpolarized basin close at $r_P$?

**A.** Keep the next term of the small-$\zeta$ expansion, $s\approx2-2\zeta^2/9$. The next terms, $10\zeta^3/81$ in $a-b$ and $-20\zeta^4/243$ in $s$, add $\tfrac{5}{27}(1-x)\zeta^3-\tfrac{5}{81}\zeta^5$ to the bracket below. Near the barrier $\zeta^2$ is of order $1-x$, so both pieces are smaller than the terms kept by a factor of order $1-x$ and are dropped:

$$e'(\zeta)\approx\frac{k_F^2}{3}\left[(1-x)\zeta-\frac{\zeta^3}{9}\right].$$

The bracket vanishes at $\zeta_b\approx3\sqrt{1-x}$. Integrating from 0 to $\zeta_b$, with $\zeta_b^2=9(1-x)$,

$$e(\zeta_b)-e(0)\approx\frac{k_F^2}{3}\left[\frac{(1-x)\zeta_b^2}{2}-\frac{\zeta_b^4}{36}\right]
=\frac{k_F^2}{3}\left(\frac92-\frac94\right)(1-x)^2=\frac34k_F^2(1-x)^2 .$$

These are leading-order laws for $x\to1$ from below. At $1-x=0.001$ the numerical position and height are both 0.998 of the predicted values. The barrier disappears quadratically, which is why so little of it is left at $r_s=6$.

**Q.** May I then say that the unpolarized electron gas is stable up to $r_s=6.03$?

**A.** Only with the qualification "against uniform polarization, within Hartree-Fock theory, for two filled Fermi spheres". A local minimum in this family can be a saddle point in a larger one. Here both end points are affected. Within Hartree-Fock theory a spin spiral with wavevector close to $2k_F$ already lowers the energy of the unpolarized state at $r_s=4$, so between $5.45$ and $6.03$ that state is a saddle point among all determinants; the ferromagnet is unstable to a long spiral below $r_s\approx5.48$. These spiral results are quoted, not derived above, and charge order and other momentum occupations have not been examined. Correlation is missing altogether, so these radii are not predictions for the real electron gas. The barrier, too, belongs to a path on which the whole gas polarizes uniformly; a path through domains is a different problem.

Within those limits, the numerical check tests the result by building the energy from numerical integrals and locating the critical radii, barriers and inflections directly from it.

## Computed values

```
Critical radii: rs in Bohr radii, and the same radius in angstrom
  ferromagnet becomes local minimum r_F: rs = 3.7982, radius = 2.0099 angstrom
  Bloch point r_B: rs = 5.4502, radius = 2.8841 angstrom
  paramagnet loses stability r_P: rs = 6.0292, radius = 3.1905 angstrom
Same radii from the quadrature energy (rs):
  r_F 3.8004, r_B 5.4502, r_P 6.0292
Exchange integral of j1(u)^2/u: 0.25000000
Gas at the Bloch point
  x = r_B/r_P: 0.90397
  s at the barrier: 1.80794
  kF: 0.6654 1/angstrom
  barrier polarization zeta_b: 0.7909
  inflection polarization zeta_i: 0.5089
  stiffness e''(0): 0.1080 eV
  energies per electron in eV: zeta, kinetic, exchange, total
    0.0000  1.0122  -2.2875  -1.2753
    0.7909  1.3739  -2.6294  -1.2555
    1.0000  1.6068  -2.8821  -1.2753
  barrier height per electron: 0.01982 eV
  barrier k_up: 0.8081 1/angstrom
  barrier k_down: 0.3950 1/angstrom
  sum k_up + k_down: 1.2030 1/angstrom
  barrier Fermi level, up: -1.2160 eV
  barrier Fermi level, down: -1.2160 eV
  paramagnet Fermi level: -1.3630 eV
  ferromagnet Fermi level, up: -1.1648 eV
Map: rs, zeta_i, zeta_b, barrier from zeta=0 (eV), from zeta=1 (eV)
  4.0000  0.8335  0.9997  0.293726  0.000010
  4.5000  0.7576  0.9869  0.153099  0.001040
  5.0000  0.6509  0.9292  0.065223  0.006865
  5.2500  0.5795  0.8673  0.036496  0.012956
  5.4502  0.5089  0.7909  0.019815  0.019815
  5.6000  0.4442  0.7102  0.010767  0.026245
  5.8000  0.3307  0.5489  0.003030  0.036724
  6.0000  0.1202  0.2071  0.000049  0.049537
Near r_P, at 1 - x = 0.001: numerical value / limiting law
  zeta_b ratio 0.9983, barrier height ratio 0.9983
```
